# Leveque Limiting Current on a Cathode in Laminar Channel Flow: a numerical check

```python
"""
Leveque limiting current on a cathode in laminar flow between wide plates.
Result under test:
    i(x) = n F D cb / (Gamma(4/3) delta),  delta = (9 D x / shear)^(1/3),
    shear = 6 U / h,  and mean current density over length L = 1.5 i(L).
x: distance from leading edge, y: distance from cathode, h: gap,
U: mean velocity, D: diffusivity, cb: inlet concentration, n: electrons per ion,
F: Faraday constant.  Lengths are in cm and concentrations in mol/cm^3.
The law assumes excess supporting electrolyte, a thin diffusion layer and
negligible streamwise diffusion; the last two are tested by fuller solutions.
"""
import numpy as np
import sympy as sym
from scipy import constants, sparse
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve
from scipy.special import gamma, gammainc

# Rough values for dilute acid copper sulfate near room temperature
n = 2
F = constants.e * constants.N_A
D = 6.0e-6                 # cm^2/s
cb = 0.05e-3               # mol/cm^3
acid = 1.5e-3              # mol/cm^3
h, U, L = 0.5, 10.0, 5.0   # cm, cm/s, cm
nu = 0.012                 # cm^2/s
density = 1.09             # g/cm^3
conductivity = 0.5         # S/cm
salt_molar_mass = 160.0    # g/mol, rough
copper_molar_mass = 63.5   # g/mol
shear = 6 * U / h


def layer(x, shear_rate=shear):
    return (9 * D * x / shear_rate) ** (1 / 3)


def leveque_current(x, shear_rate=shear):
    """Local limiting current density in mA/cm^2."""
    return 1e3 * n * F * D * cb / (gamma(4 / 3) * layer(x, shear_rate))


def stretched_faces(length, cells, strength):
    t = np.linspace(0, 1, cells + 1)
    return length * np.sinh(strength * t) / np.sinh(strength)


def channel_solution(positions, velocity, parabolic):
    """Finite volumes in y, eigenmodes in x; far wall is impermeable.
    Returns local current (mA/cm^2) and ion deficit flow (mol/cm/s)."""
    faces = stretched_faces(h, 450, 4.0)
    y, dy = (faces[1:] + faces[:-1]) / 2, np.diff(faces)
    u = 6 * velocity * y / h
    if parabolic:
        u = u * (1 - y / h)
    link = D / np.diff(y)
    diagonal = np.zeros(len(y))
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[0] += D / y[0]
    K = np.diag(diagonal) - np.diag(link, 1) - np.diag(link, -1)
    weight = np.sqrt(u * dy)
    rates, modes = np.linalg.eigh(K / np.outer(weight, weight))
    start = modes.T @ weight
    current, deficit = [], []
    for x in positions:
        c = (modes @ (np.exp(-rates * x) * start)) / weight
        current.append(1e3 * n * F * D * cb * c[0] / y[0])
        deficit.append(cb * np.sum(u * (1 - c) * dy))
    return np.array(current), np.array(deficit)


def chain_matrix(centres, first, last):
    """Positive diffusion matrix with given end conductances."""
    link = 1 / np.diff(centres)
    diagonal = np.zeros(len(centres))
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[0] += first
    diagonal[-1] += last
    return sparse.diags([-link, diagonal, -link], [-1, 0, 1])


def leading_edge_solution():
    """Y c_X = c_XX + c_YY, lengths in sqrt(D/shear); inert wall for X < 0.
    Solves for depletion w = 1 - c; returns X and wall gradient of c."""
    upstream = -stretched_faces(20.0, 70, 6.0)[::-1]
    xf = np.concatenate([upstream, stretched_faces(60.0, 150, 7.0)[1:]])
    yf = stretched_faces(25.0, 90, 6.0)
    x, dx = (xf[1:] + xf[:-1]) / 2, np.diff(xf)
    y, dy = (yf[1:] + yf[:-1]) / 2, np.diff(yf)
    r = np.zeros(len(x))
    r[1:] = (xf[2:] - x[1:]) / np.diff(x)
    face_value = sparse.diags([1 + r, -r[1:]], [0, -1])
    convection = face_value - sparse.eye(len(x), k=-1) @ face_value
    diffusion_x = chain_matrix(x, 1 / (x[0] - xf[0]), 0.0)
    diffusion_y = chain_matrix(y, 0.0, 1 / (yf[-1] - y[-1]))
    cathode = dx * (x > 0)
    wall = np.zeros(len(y))
    wall[0] = 1 / y[0]
    A = (sparse.kron(convection, sparse.diags(y * dy))
         + sparse.kron(diffusion_x, sparse.diags(dy))
         + sparse.kron(sparse.diags(dx), diffusion_y)
         + sparse.kron(sparse.diags(cathode), sparse.diags(wall)))
    w = spsolve(A.tocsc(), np.kron(cathode, wall)).reshape(len(x), len(y))
    return x[x > 0], ((1 - w[:, 0]) / y[0])[x > 0]


def migration_factor(copper, proton):
    """Nernst-Planck film with Cu2+, H+, HSO4-: flux / pure-diffusion flux.
    Integrates from bulk to the point where copper vanishes, at unit flux/D."""
    def slope(s, z):
        c, p, a = z
        field = 2 / (4 * c + p + a)
        return [-1 + 2 * c * field, p * field, -a * field]

    def exhausted(s, z):
        return z[0]
    exhausted.terminal = True
    sol = solve_ivp(slope, [0, 4 * copper], [copper, proton, proton + 2 * copper],
                    events=exhausted, rtol=1e-9, atol=1e-12)
    return sol.t_events[0][0] / copper


# Similarity profile put into the transport equation, symbolically
X, Y, G, Ds, s = sym.symbols("X Y G D s", positive=True)
eta = Y * (G / (9 * Ds * X)) ** sym.Rational(1, 3)
profile = sym.Integral(sym.exp(-s**3), (s, 0, eta))
residual = G * Y * sym.diff(profile, X) - Ds * sym.diff(profile, Y, 2)
assert sym.simplify(residual) == 0
norm = quad(lambda q: np.exp(-q**3), 0, 8)[0]
assert abs(norm - gamma(4 / 3)) < 1e-9

# Local law against the numerical channel solutions
xs = np.array([L / 8, L / 4, L / 2, L])
formula = leveque_current(xs)
linear, linear_deficit = channel_solution(xs, U, False)
full, full_deficit = channel_solution(xs, U, True)
assert np.all(abs(linear / formula - 1) < 3e-3)
assert np.all(full < linear) and np.all(abs(full / formula - 1) < 0.02)
exponent = np.polyfit(np.log(xs), np.log(full), 1)[0]
assert abs(exponent + 1 / 3) < 0.005
doubled = channel_solution([L], 2 * U, True)[0][0] / full[-1]
assert abs(doubled - 2 ** (1 / 3)) < 0.006

# Mean current from the ion deficit carried past x = L
mean_formula = 1.5 * leveque_current(L)
mean_linear = 1e3 * n * F * linear_deficit[-1] / L
mean_full = 1e3 * n * F * full_deficit[-1] / L
assert abs(mean_linear / mean_formula - 1) < 5e-3
Re, Sc = 2 * h * U / nu, nu / D
sherwood = mean_linear / (1e3 * n * F * cb) * 2 * h / D
sh_coefficient = 1.5 / gamma(4 / 3) * (12 / 9) ** (1 / 3)
assert abs(sherwood / (Re * Sc * 2 * h / L) ** (1 / 3) / sh_coefficient - 1) < 5e-3

# Far downstream the layer fills the gap and the law must fail
x_fill = shear * h**3 / (9 * D)
fill_ratio = channel_solution([x_fill], U, True)[0][0] / leveque_current(x_fill)
assert fill_ratio < 0.7

# Leading edge with streamwise diffusion
edge_length = np.sqrt(D / shear)
edge_x, edge_flux = leading_edge_solution()


def edge_at(q):
    return np.exp(np.interp(np.log(q), np.log(edge_x), np.log(edge_flux)))


def edge_ratio(q):
    return edge_at(q) * gamma(4 / 3) * (9 * q) ** (1 / 3)


edge_exponent = np.log(edge_at(0.15) / edge_at(0.05)) / np.log(3)
assert abs(edge_exponent + 0.5) < 0.06
assert edge_ratio(0.1) > 1 and abs(edge_ratio(30.0) - 1) < 0.02

# Migration: numerical film against its closed form
for proton in (0.1, acid * 1e3):
    copper = cb * 1e3
    closed = 1 + (np.sqrt(proton + 2 * copper) - np.sqrt(proton))**2 / copper
    assert abs(migration_factor(copper, proton) / closed - 1) < 1e-5
migration = migration_factor(cb * 1e3, acid * 1e3)

# Other neglected effects, as estimates
depletion_integral = quad(lambda q: 1 - gammainc(1 / 3, q**3), 0, 6)[0]
assert abs(depletion_integral - gamma(2 / 3) / (3 * gamma(4 / 3))) < 1e-7
density_drop = cb * salt_molar_mass
buoyant_shear = (constants.g * 100 * density_drop * depletion_integral
                 * layer(L) / (density * nu))
wall_velocity = leveque_current(L) * 1e-3 / (n * F) * copper_molar_mass / density
suction_ratio = wall_velocity * layer(L) / D
ohmic_drop = mean_formula * h / conductivity
root = brentq(lambda k: np.sin(k) - k * np.cos(k), 4.0, 4.7)
development = np.log(100) * U * (h / 2)**2 / (nu * root**2)
assert Re < 2000

print(f"Diffusivity D = {D:.2e} cm^2/s; copper = {cb*1e3:.3f} mol/L")
print(f"Acid = {acid*1e3:.2f} mol/L; kinematic viscosity = {nu:.4f} cm^2/s")
print(f"Gap h = {h:.2f} cm; mean velocity U = {U:.1f} cm/s; length L = {L:.1f} cm")
print(f"Faraday constant = {F:.2f} C/mol; electrons per ion = {n}")
print(f"Gamma(4/3) by quadrature = {norm:.5f}")
print(f"Wall shear rate = {shear:.1f} 1/s")
print(f"Reynolds number (2h) = {Re:.0f}; Schmidt number = {Sc:.0f}")
print(f"Similarity thickness delta(L) = {layer(L)*1e4:.1f} um")
print(f"Nernst thickness at L = {gamma(4/3)*layer(L)*1e4:.1f} um")
print(f"delta(L)/h = {layer(L)/h:.4f}")
print("Local current density, mA/cm^2: Leveque | linear flow | parabolic flow")
for x, a, b, c in zip(xs, formula, linear, full):
    print(f"  x = {x:.3f} cm: {a:.3f} | {b:.3f} | {c:.3f}")
print(f"Fitted exponent of x, parabolic flow = {exponent:.4f}")
print(f"Current factor on doubling U, parabolic flow = {doubled:.4f}")
print(f"Mean current density, Leveque = {mean_formula:.3f} mA/cm^2")
print(f"Mean from ion deficit, linear flow = {mean_linear:.3f} mA/cm^2")
print(f"Mean from ion deficit, parabolic flow = {mean_full:.3f} mA/cm^2")
print(f"Sherwood coefficient K = {sh_coefficient:.4f}")
print(f"Mean Sherwood number (2h), linear flow = {sherwood:.2f}")
print(f"Copper removed from stream = {100*full_deficit[-1]/(U*h*cb):.3f} %")
print(f"Profile curvature changes i(L) by {100*(full[-1]/linear[-1]-1):.2f} %")
print(f"Distance where delta = h: {x_fill/100:.0f} m")
print(f"True/Leveque current there = {fill_ratio:.3f}")
print(f"Edge length sqrt(D/shear) = {edge_length*1e4:.2f} um")
print(f"Exponent at 0.05 to 0.15 edge lengths = {edge_exponent:.3f}")
print(f"2D/Leveque current at 0.1 edge lengths = {edge_ratio(0.1):.3f}")
print(f"2D/Leveque current at 30 edge lengths = {edge_ratio(30.0):.3f}")
print(f"30 edge lengths = {30*edge_length*1e4:.0f} um")
print(f"Migration raises film flux by {100*(migration-1):.2f} %")
print(f"Density drop at wall, salt only = {density_drop:.4f} g/cm^3")
print(f"Buoyant shear, vertical cathode at L = {buoyant_shear:.2f} 1/s")
print(f"Buoyant shear / flow shear = {100*buoyant_shear/shear:.2f} %")
print(f"Current change if all added to shear = "
      f"{100*((1+buoyant_shear/shear)**(1/3)-1):.2f} %")
print(f"Deposition velocity * delta / D at L = {100*suction_ratio:.2f} %")
print(f"Conductivity = {conductivity:.2f} S/cm; ohmic drop = {ohmic_drop:.1f} mV")
print(f"Flow development length to 1 %, estimate = {development:.1f} cm")
print(f"Current change for 10 % larger D = {100*(1.1**(2/3)-1):.2f} %")
print("tests ok")
```

Running it gives:

```
Diffusivity D = 6.00e-06 cm^2/s; copper = 0.050 mol/L
Acid = 1.50 mol/L; kinematic viscosity = 0.0120 cm^2/s
Gap h = 0.50 cm; mean velocity U = 10.0 cm/s; length L = 5.0 cm
Faraday constant = 96485.33 C/mol; electrons per ion = 2
Gamma(4/3) by quadrature = 0.89298
Wall shear rate = 120.0 1/s
Reynolds number (2h) = 833; Schmidt number = 2000
Similarity thickness delta(L) = 131.0 um
Nernst thickness at L = 117.0 um
delta(L)/h = 0.0262
Local current density, mA/cm^2: Leveque | linear flow | parabolic flow
  x = 0.625 cm: 9.895 | 9.895 | 9.871
  x = 1.250 cm: 7.854 | 7.853 | 7.830
  x = 2.500 cm: 6.233 | 6.233 | 6.210
  x = 5.000 cm: 4.947 | 4.947 | 4.924
Fitted exponent of x, parabolic flow = -0.3345
Current factor on doubling U, parabolic flow = 1.2612
Mean current density, Leveque = 7.421 mA/cm^2
Mean from ion deficit, linear flow = 7.421 mA/cm^2
Mean from ion deficit, parabolic flow = 7.398 mA/cm^2
Sherwood coefficient K = 1.8488
Mean Sherwood number (2h), linear flow = 128.19
Copper removed from stream = 0.077 %
Profile curvature changes i(L) by -0.47 %
Distance where delta = h: 2778 m
True/Leveque current there = 0.385
Edge length sqrt(D/shear) = 2.24 um
Exponent at 0.05 to 0.15 edge lengths = -0.491
2D/Leveque current at 0.1 edge lengths = 1.268
2D/Leveque current at 30 edge lengths = 0.995
30 edge lengths = 67 um
Migration raises film flux by 3.23 %
Density drop at wall, salt only = 0.0080 g/cm^3
Buoyant shear, vertical cathode at L = 3.97 1/s
Buoyant shear / flow shear = 3.31 %
Current change if all added to shear = 1.09 %
Deposition velocity * delta / D at L = 0.33 %
Conductivity = 0.50 S/cm; ohmic drop = 7.4 mV
Flow development length to 1 %, estimate = 11.9 cm
Current change for 10 % larger D = 6.56 %
tests ok
```
